# Conventional cardinal numbers matching F12 triple and quadruple zeta in helium

## The situation

When the two electrons of a singlet pair meet, their Coulomb repulsion diverges, and the wavefunction responds with a cusp: it grows linearly with the distance $r_{12}$. Products of orbitals are smooth at $r_{12}=0$ and build up this cusp slowly. An F12 calculation adds a function of $r_{12}$ that already has a cusp, which reduces the basis-set error. How large must the basis of a conventional calculation be to reach the same error?

The size of a basis is measured here by its cardinal number $X$: triple zeta is $X=3$, quadruple zeta $X=4$. For helium I take this to mean that all angular momenta $l\le L=X-1$ are present and that the radial functions are complete for each of them. For the first-order pair function the error laws are then $X^{-3}$ (conventional) and $X^{-7}$ (F12); they are derived below with their prefactors. In coupled-cluster F12, with the geminal multiplying the reference at a fixed coefficient, a smaller $X^{-3}$ error survives, and it changes the answer.

Hartree atomic units are used.

## The error as a sum over missing partial waves

The reference is a product of two exponentials,

$$\Phi=\frac{\zeta^3}{\pi}e^{-\zeta(r_1+r_2)},\qquad H_0=\sum_{i=1}^{2}\left(-\tfrac12\nabla_i^2-\frac{\zeta}{r_i}\right),\qquad E_0=-\zeta^2 ,$$

with $\zeta=27/16$ for helium. The perturbation $V=H-H_0$ is $1/r_{12}$ plus one-electron terms. The first-order function $\psi$ obeys $(H_0-E_0)\psi=-(V-E_1)\Phi$ and minimizes the Hylleraas functional

$$J[\chi]=\langle\chi|H_0-E_0|\chi\rangle+2\langle\chi|V-E_1|\Phi\rangle .$$

Insert $\chi=\psi-\delta$. The terms linear in $\delta$ are $-2\langle\delta|(H_0-E_0)\psi+(V-E_1)\Phi\rangle=0$, so

$$J[\chi]-J[\psi]=\langle\delta|H_0-E_0|\delta\rangle .$$

Expand every function in Legendre polynomials $P_l(\cos\theta_{12})$. The term $l$ describes two electrons that both have angular momentum $l$, and $H_0$ does not mix different $l$. A basis complete for $l\le L$ makes $\delta_l=0$ there. The error is therefore

$$\Delta E=\sum_{l>L}e_l,\qquad e_l=\langle\delta_l|H_0-E_0|\delta_l\rangle .$$

In the conventional case $\delta_l=\psi_l$ for $l>L$. In the F12 case the trial function also contains $f(r_{12})\Phi$ with a fixed coefficient, so $\delta_l=(\psi-f\Phi)_l$. The projector that removes occupied orbitals from the geminal acts on $s$ functions and has no effect for $l\ge1$.

## What the geminal leaves over

The geminal is

$$f(r)=\frac{1-e^{-\gamma r}}{2\gamma}=\frac r2-\frac{\gamma r^2}{4}+\dots,\qquad f'=\tfrac12e^{-\gamma r},\qquad r\equiv r_{12}.$$

Let $\mathbf n=(\mathbf r_1-\mathbf r_2)/r$. Then $\nabla_1f=f'\mathbf n$ and $\nabla_2f=-f'\mathbf n$, and each Laplacian gives $\nabla^2f=f''+2f'/r$. Since $(H_0-E_0)\Phi=0$ and $\nabla_i\Phi=-\zeta\hat{\mathbf r}_i\Phi$,

$$(H_0-E_0)f\Phi=-\Phi\nabla^2f-f'\mathbf n\cdot(\nabla_1-\nabla_2)\Phi=-\Phi\nabla^2f+\zeta f'\Phi\,\mathbf n\cdot(\hat{\mathbf r}_1-\hat{\mathbf r}_2).$$

The scalar product is $\mathbf n\cdot(\hat{\mathbf r}_1-\hat{\mathbf r}_2)=(r_1+r_2)(1-\cos\theta_{12})/r$. For $l\ge1$ the one-electron terms of $V$ drop out, and $\delta=\psi-f\Phi$ satisfies

$$(H_0-E_0)\delta=\Phi\left[-\frac1r+e^{-\gamma r}\left(\frac1r-\frac\gamma2\right)-\frac{\zeta e^{-\gamma r}(r_1+r_2)(1-\cos\theta_{12})}{2r}\right].$$

Now expand about $r=0$. The first two terms give $-\tfrac32\gamma+\gamma^2r+O(r^2)$: the pole has cancelled. In the third, let $\mathbf R=(\mathbf r_1+\mathbf r_2)/2$ and let $r_\perp$ be the part of $\mathbf r_1-\mathbf r_2$ perpendicular to $\mathbf R$. Then $r_1+r_2\approx2R$ and $1-\cos\theta_{12}\approx r_\perp^2/(2R^2)$.

Terms that are smooth in the components of $\mathbf r_1-\mathbf r_2$, such as the constant, have Fourier transforms that fall faster than any power and do not affect a power law. The leading non-smooth source is

$$S=\Phi_R\left[\gamma^2r+\beta\frac{r_\perp^2}{r}\right],\qquad \beta=-\frac{\zeta}{2R},\qquad \Phi_R=\frac{\zeta^3}{\pi}e^{-2\zeta R}.$$

Without the geminal the source is $S=-\Phi_R/r$. The geminal has made it weaker by two powers of $r$.

## From a local source to the energy of one partial wave

In the variables $\mathbf R$ and $\mathbf r$ the kinetic energy is $-\nabla_r^2-\tfrac14\nabla_R^2$. At large $l$ the function $\delta_l$ varies with $\mathbf r$ over a distance of order $R/l$ and with $\mathbf R$ over a distance of order one. To leading order, then, $-\nabla_r^2\delta=S$, and the energy is

$$\int d^3R\int\frac{d^3k}{(2\pi)^3}\frac{|\tilde S(\mathbf k)|^2}{k^2}.$$

For small angles $P_l(\cos\theta)\approx J_0\big((l+\tfrac12)\theta\big)$. Because $r_\perp\approx R\theta$, this is a cylindrical wave with transverse wavenumber $k_\perp=(l+\tfrac12)/R$, and one step in $l$ is a step $1/R$ in $k_\perp$. Replacing $d^3k$ by $2\pi k_\perp(1/R)\,dk_z$ and $d^3R$ by $4\pi R^2dR$ gives

$$e_l=\int_0^\infty dR\,\frac{Rk_\perp}{\pi}\int_{-\infty}^{\infty}dk_z\frac{|\tilde S|^2}{k^2}.$$

The integrals needed are $\int dk_z\,(k_\perp^2+k_z^2)^{-n}=i_n\,k_\perp^{1-2n}$. Here $i_1=\pi$, and differentiation with respect to $k_\perp^2$ gives $i_{n+1}=i_n(2n-1)/(2n)$. Hence

$$i_3=\tfrac{3\pi}{8},\quad i_5=\tfrac{35\pi}{128},\quad i_6=\tfrac{63\pi}{256},\quad i_7=\tfrac{231\pi}{1024}.$$

### Conventional prefactor

With $\tilde S=-4\pi\Phi_R/k^2$ the $k_z$ integral is $16\pi^2\Phi_R^2\,i_3\,k_\perp^{-5}$, so

$$e_l\simeq\frac{A}{(l+\frac12)^4},\qquad A=6\pi^2\int_0^\infty\Phi_R^2R^5dR=6\zeta^6\,\frac{5!}{(4\zeta)^6}=\frac{45}{256}.$$

The value does not depend on $\zeta$.

### F12 prefactor

From $\nabla^2r=2/r$ the transform of $r$ is $-8\pi/k^4$. The transform of $r_ir_j/r$ is

$$-\frac{\partial^2}{\partial k_i\partial k_j}\frac{4\pi}{k^2}=\frac{8\pi\delta_{ij}}{k^4}-\frac{32\pi k_ik_j}{k^6}.$$

Summing over the two transverse directions gives $16\pi/k^4-32\pi k_\perp^2/k^6$ for $r_\perp^2/r$. Therefore

$$\tilde S=8\pi\Phi_R\left[\frac{P}{k^4}+\frac{Qk_\perp^2}{k^6}\right],\qquad P=2\beta-\gamma^2,\quad Q=-4\beta .$$

The $k_z$ integral is $64\pi^2\Phi_R^2(P^2i_5+2PQ\,i_6+Q^2i_7)k_\perp^{-9}$, which gives $e_l\simeq B/(l+\frac12)^8$ with

$$B=64\pi^2\int_0^\infty dR\,R^9\Phi_R^2\left[\frac{35P^2}{128}+\frac{63PQ}{128}+\frac{231Q^2}{1024}\right].$$

Insert $P^2=\gamma^4-4\beta\gamma^2+4\beta^2$, $PQ=4\beta\gamma^2-8\beta^2$ and $Q^2=16\beta^2$. The coefficient of $\beta\gamma^2$ is $(-140+252)/128=7/8$, and that of $\beta^2$ is $(140-504+462)/128=49/64$. With $\beta=-\zeta/(2R)$ the bracket becomes

$$\frac{35\gamma^4}{128}-\frac{7\zeta\gamma^2}{16R}+\frac{49\zeta^2}{256R^2}.$$

Use $\int R^ne^{-4\zeta R}dR=n!/(4\zeta)^{n+1}$ and set $g=\gamma/\zeta$. Taking out the common factor $64\cdot7!/4^8=315/64$,

$$B=\frac{315}{64}\left[\frac{315g^4}{256}-\frac{7g^2}{8}+\frac{49}{256}\right]=\frac{2205\,(45g^4-32g^2+7)}{16384}.$$

The minimum lies at $g^2=16/45$, which for $\zeta=27/16$ means $\gamma=1.006$ bohr$^{-1}$. There the polynomial is $59/45$, against $7$ for the linear geminal $\gamma=0$. The exponent thus changes the prefactor, while the power stays the same. I use $\gamma=1$ bohr$^{-1}$.

## Summation and its first correction

The error is the sum of $(l+\frac12)^{-p}$ from $l=X$ upward, with $p=4$ or $8$. Expanding $x^{-p}$ about the middle of each unit interval,

$$\int_l^{l+1}x^{-p}dx=(l+\tfrac12)^{-p}+\frac{p(p+1)}{24}(l+\tfrac12)^{-p-2}+\dots$$

Sum over $l\ge X$, and in the small second term replace the sum by $X^{-p-1}/(p+1)$:

$$\sum_{l\ge X}(l+\tfrac12)^{-p}=\frac{X^{1-p}}{p-1}\left[1-\frac{p(p-1)}{24X^2}+\dots\right].$$

The leading laws are $\Delta E_{\rm conv}=aX^{-3}$ and $\Delta E_{\rm F12}=bX^{-7}$, with

$$a=\frac A3=\frac{15}{256}=0.0586,\qquad b=\frac B7=0.0252\ \text{hartree}.$$

The brackets are $1-1/(2X^2)$ and $1-7/(3X^2)$. The second is a sizeable correction at $X=3$.

Equating $aX_{\rm conv}^{-3}$ to $bX^{-7}[1-7/(3X^2)]$ and taking the cube root,

$$X_{\rm conv}\simeq\left(\frac ab\right)^{1/3}X^{7/3}\left[1+\frac{7}{9X^2}\right].$$

The corresponding correction on the conventional side has relative size $1/(6X_{\rm conv}^2)$, below $10^{-3}$ here, and is dropped.

### First-order numbers

With $(a/b)^{1/3}=1.324$, the leading law gives

- triple zeta: $1.324\times12.98=17.2$, corrected by the factor $1+7/81$ to $18.7$;
- quadruple zeta: $1.324\times25.40=33.6$, corrected by the factor $1+7/144$ to $35.3$.

The bracket corrects the summation alone. The increments $e_l$ also deviate from $B(l+\frac12)^{-8}$ at finite $l$, and that correction is not derived here. Its effect can be read from a direct solution of the first-order equation for each $l$. At $X=3$ the F12 error is 6.4 microhartree, while the leading law gives 11.5. The exact sum of $(l+\frac12)^{-8}$ accounts for a factor 0.80, and the increments must supply the remaining factor 0.69. The direct errors correspond to $X_{\rm conv}=21$ and $39$.

The law therefore gives the right size and falls short by about 18% and 13% of the direct values. With the linear geminal it would give 9.8 and 19.2, so an F12 estimate of this kind has no meaning until the geminal is specified.

## The correction that coupled cluster requires

Everything so far concerns a pair function of first order in $V$. For two electrons, singles and doubles exhaust all excitations, so CCSD in a given basis is the exact solution in that basis. Its target is the exact $\Psi$.

Near coalescence write $\Psi=\Psi_c+c\,r+\dots$, where $\Psi_c$ is the value at $r=0$. In $H\Psi=E\Psi$ the poles must cancel. The kinetic term $-\nabla_r^2(cr)=-2c/r$ meets $\Psi_c/r$, and so $c=\tfrac12\Psi_c$. The geminal used here multiplies the reference with its fixed coefficient and supplies $\tfrac12r\Phi_c$, with $\Phi_c=\Phi_R$. What remains for $l>L$ is

$$\tfrac12\,r\,(\Psi_c-\Phi_c).$$

In first-order theory this difference is absent, because the cusp of $\psi$ is fixed by $\Phi_c$ itself. In the true atom the electrons avoid each other, and $\Psi_c$ differs from $\Phi_c$ by a finite amount.

### Coefficient of the surviving tail

Let $D$ be the part of $\Psi$ that the trial function lacks for $l>L$, with the lower partial waves kept as they are in $\Psi$. Since $(H-E)\Psi=0$, the energy error of $\Psi-D$ is

$$\frac{\langle D|H-E|D\rangle}{\langle\Psi-D|\Psi-D\rangle}\approx\frac{\langle D|H-E|D\rangle}{\langle\Psi|\Psi\rangle}.$$

The denominators differ by the small weight of the high partial waves. Relaxing the lower partial waves could reduce the error somewhat; this is neglected in both methods. The expression refers to the variational energy of the truncated function, and I use it as an estimate for the coupled-cluster energy.

At large $l$ the kinetic energy of $D_l$ grows as $l^2/R^2$ times its weight, while the electron repulsion at distances of order $R/l$ grows as $l/R$. The kinetic term dominates, and the earlier derivation applies with a new source. A function $\tfrac12rG$ has $-\nabla_r^2(\tfrac12rG)=-G/r$, which is the conventional source with $\Phi_R$ replaced by $G$. With the normalization $\langle\Phi|\Psi\rangle=1$, the coefficients of $(l+\frac12)^{-4}$ are

$$A_{\rm conv}=\frac{6\pi^2}{\langle\Psi|\Psi\rangle}\int_0^\infty\Psi_c^2\,r^5dr,\qquad A_{\rm F12}=\frac{6\pi^2}{\langle\Psi|\Psi\rangle}\int_0^\infty(\Psi_c-\Phi_c)^2\,r^5dr .$$

The second does not contain $\gamma$, because the linear term of $f$ is always $r/2$. Both errors now fall as $X^{-3}$, and the asymptotic relation is linear:

$$X_{\rm conv}\to\left(\frac{A_{\rm conv}}{A_{\rm F12}}\right)^{1/3}X .$$

### Numbers for helium

A Hylleraas wavefunction with 50 terms gives $A_{\rm conv}=0.074$ and $A_{\rm F12}=0.022$ hartree. The conventional coefficient is well below the first-order $0.176$, mainly because correlation lowers the probability that the electrons meet; the shape of the single-exponential reference contributes a small part of the difference, since the same integral with the Hartree–Fock orbital gives 0.166.

The surviving tail is $(0.0218/3)X^{-3}=0.0073\,X^{-3}$. It equals the first-order F12 error $0.0252\,X^{-7}$ at $X=(0.0252/0.0073)^{1/4}\approx1.4$. By the leading laws, the tail is thus the larger of the two for every $X\ge2$. At $X=3$ it amounts to about 270 microhartree, against 11.5 for the $X^{-7}$ law.

The cube root of the ratio is 1.50, so the leading estimate is $1.50\times3=4.5$ and $1.50\times4=6.0$. At finite $X$ there are corrections. The electron repulsion, smaller than the kinetic term by one power of $l$, adds a term in $X^{-4}$ to both errors. The cross term between the source of order $1/r$ and sources of order $r$ has transforms that multiply to $k^{-6}$ in place of $k^{-4}$ and adds a term in $X^{-5}$, as does the summation over $l$. These contributions are not separated here; evaluating $\langle D|H-E|D\rangle$ directly, with $\gamma=1$ bohr$^{-1}$, includes them all:

| $X$ | conventional error (microhartree) | F12 error (microhartree) |
|---|---|---|
| 3 | 965 | 209 |
| 4 | 405 | 102 |
| 5 | 206 | |
| 6 | 118 | |
| 7 | 74 | |

Interpolation in the conventional column gives $X_{\rm conv}=5.0$ for F12 triple zeta and $6.3$ for F12 quadruple zeta. The last digit of the table is not converged: with 161 Hylleraas terms the entries move by up to 3 microhartree (965 to 962, 209 to 211), while the two matching numbers stay the same. Relaxing the lower partial waves lowers the errors by about 0.5% and also leaves them unchanged. The fixed-amplitude coupled-cluster energy expression gives F12 errors about 4% larger than the variational one, and matching numbers 4.9 and 6.2. In whole numbers, a conventional quintuple-zeta basis matches the first, and the second lies between $X=6$ and $X=7$.

## Where the estimate holds

The two pairs of numbers answer different questions. The values near 20 and 40 apply to the first-order pair energy of this model with $\gamma=1$ bohr$^{-1}$. The values 5 and 6.3 apply to the fully correlated pair when the geminal, again with $\gamma=1$ bohr$^{-1}$, multiplies the single-exponential reference with the fixed coefficient used here. Only the asymptotic ratio 1.50 is free of $\gamma$. The source of order $r$ contains $\gamma^2$ and enters the $X^{-5}$ term, which still matters at $X=3$ and $4$: the same evaluation, with the 161-term wavefunction, gives matching numbers 4.2 and about 5.75 for $\gamma=0.5$ bohr$^{-1}$, and 7.3 and 8.4 for $\gamma=2$ bohr$^{-1}$. If the geminal carried a free factor $\lambda$, the source would be $-(\Psi_c-\lambda\Phi_c)/r$. Write $(G,G')=6\pi^2\int GG'r^5dr$. With $\langle\Psi|\Psi\rangle=1.014$ the computed coefficients give $(\Psi_c,\Psi_c)=0.0753$, $(\Phi_c,\Phi_c)=0.1758$ and $(\Psi_c-\Phi_c,\Psi_c-\Phi_c)=0.0221$, hence $(\Psi_c,\Phi_c)=0.1145$. The tail coefficient is smallest at $\lambda=0.1145/0.1758\approx0.65$, where it falls from 0.022 to about 0.0007 hartree. The matching numbers for that case have not been calculated here. A geminal multiplying a function with the correct coalescence value $\Psi_c$ would remove the source $-(\Psi_c-\Phi_c)/r$, and with it the leading $X^{-3}$ tail.

The reference is a single exponential, whereas coupled-cluster calculations normally start from a Hartree–Fock orbital. That orbital changes $\Phi_c$: $A_{\rm F12}$ becomes 0.020 hartree, the asymptotic ratio 1.55, and the matching numbers for $\gamma=1$ bohr$^{-1}$ move from 5.0 and 6.3 to 5.2 and 6.6.

Radial completeness is a strong idealization. CCSD energies in the cc-pVTZ, cc-pVQZ and cc-pV5Z sets lie 3.5, 1.3 and 0.57 millihartree above the Hylleraas energy, while the model gives 0.97, 0.40 and 0.21 for the same $X$. Real sets also lack radial functions, for the reference as well as for the pair. The matching numbers compare two calculations that are both radially complete; how far incomplete radial sets shift them has not been calculated here.

The numerical check tests $A$, and $B$ at three values of $g$, against direct solutions for each $l$. It also tests the tail law, evaluated with the cusp slope of the computed wavefunction, against that wavefunction's projected partial waves.

## Numbers as computed

```
zeta = 1.6875 bohr^-1, gamma = 1.0000 bohr^-1, g = 0.59259
gamma of smallest B = 1.0062 bohr^-1
A first order: formula 0.175781, numerical 0.175388 hartree
B at g=0.0000: formula 0.94208, numerical 0.94146 hartree
B at g=0.5926: formula 0.17657, numerical 0.17509 hartree
B at g=1.2000: formula 7.29868, numerical 7.29095 hartree
a = 0.058594 hartree, b = 0.025224 hartree
b for linear r12 geminal = 0.134583 hartree
(a/b)^(1/3) = 1.3244
X=3: X^(7/3) = 12.980
X=3: sum/integral ratio, power 4: 0.9491, power 8: 0.7965
X=3: first-order conventional error, law 2170.14, direct 1930.91 microhartree
X=3: first-order F12 error, law 11.534, direct 6.361 microhartree
X=3: first-order matching cardinal, law 17.19, direct F12 error 20.96, linear r12 9.84
X=4: X^(7/3) = 25.398
X=4: sum/integral ratio, power 4: 0.9703, power 8: 0.8740
X=4: first-order conventional error, law 915.53, direct 853.19 microhartree
X=4: first-order F12 error, law 1.540, direct 1.019 microhartree
X=4: first-order matching cardinal, law 33.64, direct F12 error 38.60, linear r12 19.25
Hylleraas terms = 50, helium energy = -2.9037223 hartree
<Psi|Psi> with <ref|Psi>=1: 1.01416
mean cusp slope/value = 0.4967 bohr^-1
CC tail coefficient: conventional 0.07425, F12 0.02180 hartree
tail test conventional: projected 0.07330, from slope 0.07330 hartree
tail test F12: projected 0.02216, from slope 0.02216 hartree
asymptotic CC cardinal ratio = 1.5046
CC conventional error X=3: 965.10 microhartree
CC conventional error X=4: 404.89 microhartree
CC conventional error X=5: 205.82 microhartree
CC conventional error X=6: 118.34 microhartree
CC conventional error X=7: 74.13 microhartree
CC conventional error X=8: 49.45 microhartree
CC F12 error X=3: 209.29 microhartree, matching cardinal 4.97
CC F12 error X=4: 102.21 microhartree, matching cardinal 6.30
CCSD/cc-pV3Z error: 3.490 millihartree
CCSD/cc-pV4Z error: 1.311 millihartree
CCSD/cc-pV5Z error: 0.570 millihartree
extrapolated CCSD energy = -2.903929 hartree
```
